**Optimal transport distribution for zT at fixed area or bounded height**

With \(x=(E-\mu)/kT\), \(D=e^x/(1+e^x)^2\), \(e^2\Sigma=\sigma_0s(x)\), \(I_n=\int s\,x^nD\,dx\) and reduced lattice conductivity \(K>0\), the figure of merit is \(zT=I_1^2/[I_0(I_2+K)-I_1^2]\). At fixed area \(a\) it is bounded by \(ab^2D(b)/K\) with \(b\tanh(b/2)=2\), reached by a delta at \(\pm b\); for \(0\le s\le h\) the optimum is a boxcar on \((x_1,x_2)\) with \(zT=4x_1x_2/(x_2-x_1)^2\) and best efficiency \(x_1/x_2\) of the Carnot value, depending on \(\kappa=K/h\). The program asserts the transport coefficients and efficiency against finite differences of Fermi functions with an optimized load, the delta bound against free optimization of four-point measures, and the boxcar against a 600-bin bounded optimization and direct maximization over the edges. It also asserts, on random trial functions, the inequalities, the improvement step for constant and varying bounds and the contiguity of the optimal set under an area limit, as well as the monotonicity behind uniqueness, the limits of small and large \(\kappa\), and the approach of taller boxes to the delta. For \(T=300\) K, \(\kappa_l=1\) W/(m K) and \(e^2\Sigma_{\max}=10^6\) S/m the output shows \(\kappa=0.4489\), edges \(1.7916\) and \(6.7278\), and \(zT=1.9788\), against \(1.7461\) for the best step and \(4.8300\) for a delta of equal area. The 600-bin optimization ends at \(1.9781\), below the boxcar value by less than \(0.04\%\); the program does not separate binning from incomplete convergence as the cause.

## Verification by program

```python
# Optimal transport distribution for the thermoelectric figure of merit zT.
# x=(E-mu)/kT, D(x)=e^x/(1+e^x)^2, e^2*Sigma=sigma0*s(x)>=0, I_n=int s x^n D dx,
# K=kappa_lattice/((k/e)^2 T sigma0)>0, zT=I1^2/(I0(I2+K)-I1^2), r^2=zT/(1+zT).
# (A) int s dx=a: zT <= a b^2 D(b)/K, b tanh(b/2)=2, reached by s=a delta(x-+b).
# (B) 0<=s<=h (h=1, kappa=K/h): optimum is a boxcar on (x1,x2) with
#     x1 x2=(I2+kappa)/I0, 2 x1 x2/(x1+x2)=I1/I0, zT=4 x1 x2/(x2-x1)^2,
#     best efficiency / Carnot = x1/x2.
# (C) height and area both bounded: still a boxcar, tending to (A) as h grows.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import expit

rng = np.random.default_rng(1)
gx, gw = np.polynomial.legendre.leggauss(120)
hx, hw = np.polynomial.legendre.leggauss(6)

def D(x):
    e = np.exp(-np.abs(x))
    return e / (1 + e)**2

def nodes(lo, hi):
    return 0.5*(hi + lo) + 0.5*(hi - lo)*gx, 0.5*(hi - lo)*gw

def box(lo, hi):
    x, w = nodes(lo, min(hi, lo + 60.0))
    d = w*D(x)
    return np.array([d.sum(), d @ x, d @ x**2])

def zT(I, K):
    return I[1]**2/(I[0]*(I[2] + K) - I[1]**2)

def edges_for(p):          # p=(x2-x1)/(x2+x1); harmonic-mean condition fixes x1
    def g(x1):
        I = box(x1, x1*(1 + p)/(1 - p))
        return I[1]/I[0] - x1*(1 + p)
    x1 = brentq(g, 0.05, 10, xtol=1e-14)
    return x1, x1*(1 + p)/(1 - p)

def kappa_for(p):
    x1, x2 = edges_for(p)
    I = box(x1, x2)
    return x1*x2*I[0] - I[2]

def optimal_box(kap):
    p = brentq(lambda q: np.log(kappa_for(q)/kap), 2e-3, 1 - 1e-7, xtol=1e-14)
    return edges_for(p)

def direct_box(kap, start):    # maximise zT over the edges, no stationarity conditions
    f = lambda v: -np.log(zT(box(v[0], v[0] + np.exp(v[1])), kap))
    v = minimize(f, start, method="Nelder-Mead",
                 options=dict(xatol=1e-9, fatol=1e-13, maxiter=3000)).x
    return v[0], v[0] + np.exp(v[1])

for n in range(3):
    ref = quad(lambda x: x**n*D(x), 1.0, np.inf, epsabs=1e-13)[0]
    assert abs(ref - box(1.0, np.inf)[n]) < 1e-10

# ---- model parameters
T, kl, sig0 = 300.0, 1.0, 1.0e6
ke = sc.k/sc.e
kT_meV = ke*T*1e3
kunit = ke**2*T*sig0
kap = kl/kunit
x1, x2 = optimal_box(kap)
I = box(x1, x2)
Z = zT(I, kap)
area = x2 - x1

# ---- transport coefficients from finite differences of Fermi functions
def currents(x, ws, dmu, dT):      # hot side: mu=-dmu/2, T=1+dT/2
    df = expit(-(x + dmu/2)/(1 + dT/2)) - expit(-(x - dmu/2)/(1 - dT/2))
    return ws @ df, ws @ ((x + dmu/2)*df)

xs, ws = nodes(-12, 12)
ws = ws*np.exp(-(xs - 1.3)**2/6)*(1 + 0.5*np.sin(xs))
J = [ws @ (D(xs)*xs**n) for n in range(3)]
d = 1e-3
assert abs(-currents(xs, ws, d, 0.0)[0]/d - J[0]) < 1e-5
vo = brentq(lambda v: currents(xs, ws, v*d, d)[0], -10, 10, xtol=1e-13)
assert abs(vo - J[1]/J[0]) < 1e-5
kel = currents(xs, ws, vo*d, d)[1]/d
assert abs(kel - (J[2] - J[1]**2/J[0])) < 1e-5
assert abs(J[0]*vo**2/(kel + kap) - zT(J, kap)) < 1e-4

d = 1e-4
def best_eff(x, w):
    def neg(v):
        jn, jq = currents(x, w, v*d, d)
        return -jn*v*d/(jq + kap*d)/(d/(1 + d/2))
    top = brentq(lambda v: currents(x, w, v*d, d)[0], 0, 10)
    return -minimize_scalar(neg, bounds=(0, top), method="bounded",
                            options=dict(xatol=1e-9)).fun
m = np.sqrt(1 + zT(J, kap))
assert abs(best_eff(xs, ws) - (m - 1)/(m + 1)) < 1e-3       # O(dT) corrections
eff = best_eff(*nodes(x1, x2))
assert abs(eff - x1/x2) < 1e-3

# ---- fixed area: delta
b = brentq(lambda x: x*np.tanh(x/2) - 2, 0.5, 6)
assert abs(minimize_scalar(lambda x: -x*x*D(x), bounds=(0, 10), method="bounded",
                           options=dict(xatol=1e-10)).x - b) < 1e-5
Zdelta = area*b*b*D(b)/kap
def four_point(v):
    w = v[4:] + 1e-12
    w = area*w/w.sum()*D(v[:4])
    return -zT([w.sum(), w @ v[:4], w @ v[:4]**2], kap)
runs = [minimize(four_point, np.r_[rng.uniform(-6, 6, 4), rng.uniform(0.1, 1, 4)],
                 method="L-BFGS-B", bounds=[(-10, 10)]*4 + [(0, 1)]*4,
                 options=dict(ftol=1e-13, gtol=1e-9)) for _ in range(20)]
assert all(-q.fun <= Zdelta*(1 + 1e-10) for q in runs)
best = min(runs, key=lambda q: q.fun)
pw = (best.x[4:] + 1e-12)/(best.x[4:] + 1e-12).sum()
mean = pw @ best.x[:4]
assert -best.fun > Zdelta*(1 - 1e-4) and abs(abs(mean) - b) < 0.03
assert np.sqrt(pw @ (best.x[:4] - mean)**2) < 0.05

# ---- piecewise-constant trial functions
dx = 0.05
edges = np.linspace(-15, 15, 601)
mid = 0.5*(edges[1:] + edges[:-1])
def bin_moments(lo, hi):
    a, c = np.clip(edges[:-1], lo, hi), np.clip(edges[1:], lo, hi)
    x = 0.5*(a + c)[:, None] + 0.5*(c - a)[:, None]*hx
    w = 0.5*(c - a)[:, None]*hw*D(x)
    return np.array([w.sum(1), (w*x).sum(1), (w*x*x).sum(1)])
M = bin_moments(-15, 15)
def r_t(Iv):
    return abs(Iv[1])/np.sqrt(Iv[0]*(Iv[2] + kap)), np.sqrt((Iv[2] + kap)/Iv[0])
inside = ((mid > x1) & (mid < x2)).astype(float)
for k in range(300):
    if k % 3 == 0:
        s = sum(rng.random()*np.exp(-((mid - rng.uniform(-5, 5))/rng.uniform(0.2, 3))**2)
                for _ in range(3)).clip(0, 1)
    elif k % 3 == 1:
        s = np.repeat(rng.random(30) < 0.5, 20)*1.0 + 1e-6
        s = s.clip(0, 1)
    else:
        eps = rng.uniform(0, 0.1)
        s = (1 - eps)*inside + eps*rng.random(600)
    Is = M @ s
    assert Is[1]**2 <= Is[0]*Is[2] and zT(Is, kap) <= Is[2]/kap
    assert Is[2] <= s.sum()*dx*b*b*D(b)
    assert zT(Is, kap) <= Z*(1 + 1e-10)
    for h in (np.ones(600), 1 + 0.8*np.sin(rng.uniform(0.5, 3)*mid + rng.uniform(0, 6))):
        Ih = M @ (s*h)
        r, t = r_t(Ih)
        sg, root = np.sign(Ih[1]), np.sqrt(1 - r*r)
        lo, hi = sorted((sg*t*(1 - root)/r, sg*t*(1 + root)/r))
        assert r_t(bin_moments(lo, hi) @ h)[0] >= r*(1 - 1e-12)
    nmax = 30                                   # height 1 and area <= 30 bins
    sa = s*min(1.0, nmax/s.sum())
    Ia = M @ sa
    r, t = r_t(Ia)
    gain = 2*t*np.sign(Ia[1])*M[1] - r*(t*t*M[0] + M[2])
    idx = np.argsort(-gain)[:nmax]
    idx = idx[gain[idx] > 0]
    assert idx.max() - idx.min() + 1 == len(idx)
    assert r_t(M[:, idx].sum(1))[0] >= r*(1 - 1e-12)

# ---- free optimisation of a bounded function, variables u_i = s_i * M0_i
xa, xb = M[1]/M[0], M[2]/M[0]
def neg_r2(u):
    i0, i1, i2 = u.sum() + 1e-300, u @ xa, u @ xb + kap
    y = i1*i1/(i0*i2)
    return -y, -(2*i1*xa/(i0*i2) - y*(1/i0 + xb/i2))
runs = [minimize(neg_r2, rng.random(600)*M[0], jac=True, method="L-BFGS-B",
                 bounds=[(0, c) for c in M[0]],
                 options=dict(ftol=1e-14, gtol=1e-12, maxiter=1500)) for _ in range(3)]
Zs = [-q.fun/(1 + q.fun) for q in runs]
assert max(Zs) <= Z*(1 + 1e-10) and max(Zs) > Z*(1 - 1e-3)
u = runs[int(np.argmax(Zs))].x
u = u if u @ xa > 0 else u[::-1]
assert np.abs(u - bin_moments(x1, x2)[0]).sum() < 0.02      # two edge bins

# ---- stationarity conditions and closed form against direct edge optimisation
table = []
for kq in (0.01, 0.1, kap, 1.0, 10.0):
    a1, a2 = optimal_box(kq)
    table.append((kq, a1, a2, zT(box(a1, a2), kq)))
    if kq <= 1.0:                               # upper edge still carries weight
        d1, d2 = direct_box(kq, [1.0, 0.0])
        assert abs(d1 - a1) < 1e-4 and abs(d2 - a2) < 1e-3
        assert abs(zT(box(d1, d2), kq)/(4*d1*d2/(d2 - d1)**2) - 1) < 1e-3

# ---- uniqueness: monotonic functions
for r in (0.3, 0.6, 0.9, 0.99):
    root = np.sqrt(1 - r*r)
    uu, uw = nodes((1 - root)/r, (1 + root)/r)
    phi = np.array([uw @ ((uu - r)*D(t*uu))/D(t*r) for t in np.arange(0.2, 15, 0.2)])
    assert np.all(np.diff(phi) < 0) and phi[0] > 0 > phi[-1]
assert np.all(np.diff([kappa_for(p) for p in np.linspace(0.01, 0.99, 50)]) > 0)

# ---- limits
c = brentq(lambda x: x*np.tanh(x/2) - 3, 0.5, 8)
ks = 1e-6
d1, d2 = direct_box(ks, [2.0, -2.0])
In = box(d1, d2)
wn = (6*ks/D(c))**(1/3)
assert abs(0.5*(d1 + d2) - c) < 1e-2 and abs((d2 - d1)/wn - 1) < 1e-2
assert abs(zT(In, ks)/(4*c*c/wn**2) - 1) < 1e-2
assert abs((In[2] - In[1]**2/In[0])/ks - 0.5) < 1e-2
pf = lambda x: box(x, np.inf)[1]**2/box(x, np.inf)[0]
xs0 = minimize_scalar(lambda x: -pf(x), bounds=(0, 5), method="bounded",
                      options=dict(xatol=1e-10)).x
Ist = box(xs0, np.inf)
assert abs(xs0 - Ist[1]/(2*Ist[0])) < 1e-5
a1, a2 = optimal_box(1e4)
assert abs(a1 - xs0) < 1e-3 and abs(zT(box(a1, a2), 1e4)*1e4/pf(xs0) - 1) < 1e-3
Zstep = zT(Ist, kap)
assert Zstep < Z < Zdelta

# ---- taller boxcars of the same area approach the delta
tall = []
for h in (3.0, 10.0, 100.0):
    w = area/h
    e1, e2 = optimal_box(kap/h)
    assert e2 - e1 > w                          # area constraint is active
    q = minimize_scalar(lambda y: -zT(h*box(y - w/2, y + w/2), kap), bounds=(1, 5),
                        method="bounded", options=dict(xatol=1e-9))
    tall.append((h, q.x, -q.fun))
assert Z < tall[0][2] < tall[1][2] < tall[2][2] < Zdelta
assert abs(tall[2][2]/Zdelta - 1) < 1e-3 and abs(tall[2][1] - b) < 1e-2

# ---- output
r, t = r_t(I)
print(f"T = {T:.0f} K")
print(f"kappa_l = {kl:.2f} W/(m K)")
print(f"e^2 Sigma_max = {sig0:.3e} S/m")
print(f"kT = {kT_meV:.3f} meV")
print(f"k/e = {ke*1e6:.3f} uV/K")
print(f"(k/e)^2 T e^2 Sigma_max = {kunit:.4f} W/(m K)")
print(f"reduced kappa = {kap:.4f}")
print(f"delta position b = {b:.4f} kT; D(b) = {D(b):.5f}; b^2 D(b) = {b*b*D(b):.4f}")
print(f"narrow-box centre c = {c:.4f} kT; D(c) = {D(c):.5f}")
print(f"narrow-box zT*kappa^(2/3) = {4*c*c*(D(c)/6)**(2/3):.4f}")
print(f"kappa=1e-6: direct zT = {zT(In, ks):.0f}, asymptotic zT = {4*c*c/wn**2:.0f}")
print(f"step edge = {xs0:.4f} kT; max I1^2/I0 = {pf(xs0):.4f}")
print(f"box edges x1 = {x1:.4f} kT, x2 = {x2:.4f} kT, width = {area:.4f} kT")
print(f"box edges above mu = {x1*kT_meV:.2f} meV, {x2*kT_meV:.2f} meV")
print(f"box I0 = {I[0]:.5f}, I1 = {I[1]:.5f}, I2 = {I[2]:.5f}")
print(f"box t = {t:.4f}, r = {r:.4f}, xi = {I[1]**2/(I[0]*I[2]):.4f}")
print(f"x1 x2 = {x1*x2:.4f}; (I2+kappa)/I0 = {(I[2]+kap)/I[0]:.4f}")
print(f"harmonic mean = {2*x1*x2/(x1+x2):.4f}; I1/I0 = {I[1]/I[0]:.4f}")
print(f"box sigma = {sig0*I[0]:.4e} S/m")
print(f"box S = {-ke*1e6*I[1]/I[0]:.1f} uV/K")
print(f"box power factor = {sig0*ke**2*I[1]**2/I[0]*1e3:.3f} mW/(m K^2)")
print(f"box kappa_e = {kunit*(I[2]-I[1]**2/I[0]):.4f} W/(m K)")
print(f"box Lorenz number = {I[2]/I[0]-(I[1]/I[0])**2:.4f} (k/e)^2")
print(f"box zT = {Z:.4f}; 4 x1 x2/(x2-x1)^2 = {4*x1*x2/area**2:.4f}")
print(f"600-bin free optimum zT = {max(Zs):.4f}")
print(f"eta/eta_Carnot: x1/x2 = {x1/x2:.4f}; load optimisation = {eff:.4f}")
print(f"step power factor = {sig0*ke**2*pf(xs0)*1e3:.3f} mW/(m K^2)")
print(f"step kappa_e = {kunit*(Ist[2]-pf(xs0)):.4f} W/(m K); step zT = {Zstep:.4f}")
print(f"area e^2 int Sigma dE = {sig0*area*kT_meV*1e-3:.4e} (S/m) eV")
print(f"delta above mu = {b*kT_meV:.2f} meV; S = {-ke*1e6*b:.1f} uV/K")
print(f"delta sigma = {sig0*area*D(b):.4e} S/m")
print(f"delta zT = {Zdelta:.4f}; four-point optimum zT = {-best.fun:.4f}")
for h, y, z in tall:
    print(f"same area, height x{h:.0f}: centre = {y:.4f} kT, zT = {z:.4f}")
for kq, a1, a2, z in table:
    print(f"kappa = {kq:.4f}: x1 = {a1:.4f} kT, x2 = {a2:.4f} kT, zT = {z:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
T = 300 K
kappa_l = 1.00 W/(m K)
e^2 Sigma_max = 1.000e+06 S/m
kT = 25.852 meV
k/e = 86.173 uV/K
(k/e)^2 T e^2 Sigma_max = 2.2278 W/(m K)
reduced kappa = 0.4489
delta position b = 2.3994 kT; D(b) = 0.07630; b^2 D(b) = 0.4392
narrow-box centre c = 3.2436 kT; D(c) = 0.03615
narrow-box zT*kappa^(2/3) = 1.3934
kappa=1e-6: direct zT = 13933, asymptotic zT = 13934
step edge = 1.1446 kT; max I1^2/I0 = 1.2654
box edges x1 = 1.7916 kT, x2 = 6.7278 kT, width = 4.9362 kT
box edges above mu = 46.32 meV, 173.93 meV
box I0 = 0.14168, I1 = 0.40091, I2 = 1.25886
box t = 3.4718, r = 0.8150, xi = 0.9012
x1 x2 = 12.0536; (I2+kappa)/I0 = 12.0536
harmonic mean = 2.8297; I1/I0 = 2.8297
box sigma = 1.4168e+05 S/m
box S = -243.8 uV/K
box power factor = 8.424 mW/(m K^2)
box kappa_e = 0.2772 W/(m K)
box Lorenz number = 0.8782 (k/e)^2
box zT = 1.9788; 4 x1 x2/(x2-x1)^2 = 1.9788
600-bin free optimum zT = 1.9781
eta/eta_Carnot: x1/x2 = 0.2663; load optimisation = 0.2663
step power factor = 9.397 mW/(m K^2)
step kappa_e = 0.6144 W/(m K); step zT = 1.7461
area e^2 int Sigma dE = 1.2761e+05 (S/m) eV
delta above mu = 62.03 meV; S = -206.8 uV/K
delta sigma = 3.7661e+05 S/m
delta zT = 4.8300; four-point optimum zT = 4.8300
same area, height x3: centre = 2.7883 kT, zT = 3.8549
same area, height x10: centre = 2.4412 kT, zT = 4.7107
same area, height x100: centre = 2.3998 kT, zT = 4.8288
kappa = 0.0100: x1 = 2.7127 kT, x2 = 3.9105 kT, zT = 29.5724
kappa = 0.1000: x1 = 2.2277 kT, x2 = 4.9239 kT, zT = 6.0360
kappa = 0.4489: x1 = 1.7916 kT, x2 = 6.7278 kT, zT = 1.9788
kappa = 1.0000: x1 = 1.5578 kT, x2 = 8.8808 kT, zT = 1.0319
kappa = 10.0000: x1 = 1.2048 kT, x2 = 41.4829 kT, zT = 0.1232
ALL CHECKS PASSED
```
